# Dual-Phase-Lag Equation from the Linear Two-Temperature Model of a Metal

## Definitions and conventions

Let $T_e(\mathbf r,t)$ and $T_l(\mathbf r,t)$ be the temperature rises of the electrons and the lattice above a common base temperature $T_0$. Their heat capacities per volume are $C_e$ and $C_l$, and $C=C_e+C_l$. The electron conductivity is $k$, the power passing from electrons to lattice per volume and per kelvin of difference is $G$, and the power absorbed by the electrons per volume is $S$. All coefficients are positive constants, which restricts the treatment to a uniform metal and to rises small compared with $T_0$. Each subsystem is assumed to have a temperature at every instant, and electron heat flow to follow Fourier's law,

$$\mathbf q=-k\nabla T_e. \tag{1}$$

With lattice conduction neglected, the energy balances are

$$C_e\,\partial_t T_e=k\nabla^2T_e-G(T_e-T_l)+S, \tag{2}$$

$$C_l\,\partial_t T_l=G(T_e-T_l). \tag{3}$$

No quantum constant appears, so the algebra holds unchanged in atomic units. The numbers below use eV, nm, ps and K.

A dual-phase-lag law relates a flux $\mathbf Q$ to one temperature $T$ through two times. Here the name means the form of first order in both,

$$\mathbf Q+\tau_q\,\partial_t\mathbf Q=-k\nabla\left(T+\tau_T\,\partial_tT\right), \tag{4}$$

and not a law with full time delays.

## Elimination of the electron temperature

Dividing (3) by $G$ and solving for $T_e$ gives

$$T_e=T_l+\tau_T\,\partial_tT_l,\qquad \tau_T=\frac{C_l}{G}. \tag{5}$$

The electron temperature is thus known at each point from the lattice temperature and its rate of change there. This local relation is what the neglect of lattice conduction provides.

By (3), the exchange term in (2) is $-G(T_e-T_l)=-C_l\partial_tT_l$. Inserting this and (5) in (2),

$$C_e\,\partial_tT_l+C_e\tau_T\,\partial_t^2T_l
=k\nabla^2(T_l+\tau_T\partial_tT_l)-C_l\,\partial_tT_l+S.$$

Moving $C_l\partial_tT_l$ to the left and dividing by $C$ yields

$$\partial_tT_l+\tau_q\,\partial_t^2T_l
=D\nabla^2\left(T_l+\tau_T\,\partial_tT_l\right)+\frac{S}{C}, \tag{6}$$

$$D=\frac kC,\qquad
\tau_q=\frac{C_e\tau_T}{C}=\frac{C_eC_l}{G\,C}. \tag{7}$$

Nothing was dropped between (2)–(3) and (6). Conversely, if $T_l$ solves (6) and $T_e$ is defined by (5), then (3) holds by definition, and reversing the steps recovers (2).

Two relations follow from (7):

$$\frac1{\tau_q}=G\left(\frac1{C_e}+\frac1{C_l}\right),\qquad
\frac{\tau_q}{\tau_T}=\frac{C_e}{C}<1. \tag{8}$$

The first identifies $\tau_q$. If the temperatures are uniform and $S=0$, dividing (2) by $C_e$, (3) by $C_l$ and subtracting gives $\partial_t(T_e-T_l)=-(T_e-T_l)/\tau_q$. Electrons and lattice therefore equilibrate in the time $\tau_q$. The longer time $\tau_T$ is the response time of the lattice to electrons whose temperature is held fixed, as (3) shows.

The electron temperature obeys an equation with the same operator. Applying $1+\tau_T\partial_t$ to (6), which commutes with the other derivatives, and using (5),

$$\partial_tT_e+\tau_q\partial_t^2T_e
=D\nabla^2(T_e+\tau_T\partial_tT_e)
+\frac{S+\tau_T\partial_tS}{C}. \tag{9}$$

The source differs because light heats the electrons directly and the lattice through them.

## Initial data, boundaries and the meaning of the flux

Equation (6) is of second order in time and needs two initial fields. They are $T_l(0)$ and, from (3),

$$\partial_tT_l(0)=\frac{G}{C_l}\left[T_e(0)-T_l(0)\right]. \tag{10}$$

At an insulated face the normal derivative of $T_e$ vanishes. By (5), $(1+\tau_T\partial_t)\partial_nT_l=0$, so $\partial_nT_l$ decays as $e^{-t/\tau_T}$ and stays zero if it starts at zero.

The physical flux follows from (1) and (5):

$$\mathbf q=-k\nabla(T_l+\tau_T\partial_tT_l). \tag{11}$$

It contains no $\tau_q$. To see which flux obeys (4), take one dimension, insulated faces and $S=0$, and define $Q$ by the balance that assigns the whole heat capacity to the lattice temperature,

$$C\,\partial_tT_l=-\partial_xQ,\qquad Q=0\ \text{at the face } x=0. \tag{12}$$

Applying $1+\tau_q\partial_t$ to (12) and using (6) and (11),

$$-\partial_x(Q+\tau_q\partial_tQ)=C(\partial_tT_l+\tau_q\partial_t^2T_l)=-\partial_xq.$$

Both $Q$ and $q$ vanish at $x=0$, so integration from there gives

$$Q+\tau_q\,\partial_tQ=q. \tag{13}$$

With (11), this is the law (4) for $T=T_l$. At the other face $q=0$, so $Q$ decays there as $e^{-t/\tau_q}$. It is zero at that face only if the film averages of $T_e$ and $T_l$ agree, since otherwise the mean lattice temperature changes. The dual-phase-lag flux is therefore a different quantity from the heat flux. The true energy balance is the sum of (2) and (3), $C_e\partial_tT_e+C_l\partial_tT_l=-\nabla\cdot\mathbf q+S$, and it contains the electron energy that (12) misplaces.

The two fluxes can even point in opposite directions. When hot electrons have just been created in one region of a cold lattice, heat flows out of that region, yet the lattice there warms. A balance written in terms of $T_l$ alone must describe this warming as an inflow.

## Decay of a single spatial mode

Set $S=0$ and $T_l\propto\cos(\kappa x)\,e^{-\gamma t}$. Each time derivative gives $-\gamma$ and the Laplacian gives $-\kappa^2$, so (6) becomes $-\gamma+\tau_q\gamma^2=-D\kappa^2(1-\tau_T\gamma)$, or

$$P(\gamma)=\tau_q\gamma^2-(1+D\kappa^2\tau_T)\gamma+D\kappa^2=0. \tag{14}$$

The character of the roots follows from the values of $P$ at the two inverse times:

$$P\!\left(\frac1{\tau_T}\right)=-\frac1{\tau_T}\left(1-\frac{\tau_q}{\tau_T}\right),\qquad
P\!\left(\frac1{\tau_q}\right)=-D\kappa^2\left(\frac{\tau_T}{\tau_q}-1\right). \tag{15}$$

Both are negative for $\kappa>0$, because $\tau_q<\tau_T$. Since $P(0)=D\kappa^2>0$ and $P$ is positive at large $\gamma$, one root lies below $1/\tau_T$ and the other above $1/\tau_q$:

$$0<\gamma_s<\frac1{\tau_T}<\frac1{\tau_q}<\gamma_f. \tag{16}$$

Both rates are real, so a free mode does not oscillate. The second time derivative in (6) does not by itself imply thermal waves.

The term with $\tau_T$ is essential here. If it were deleted while $\tau_q$ was kept, (14) would become $\tau_q\gamma^2-\gamma+D\kappa^2=0$, whose roots are complex when $4\tau_qD\kappa^2>1$, that is, for

$$\frac1\kappa<2\sqrt{D\tau_q}. \tag{17}$$

These oscillations are absent from (2) and (3).

**Long wavelengths.** Rewrite (14) as $\gamma=D\kappa^2-D\kappa^2\tau_T\gamma+\tau_q\gamma^2$. To lowest order $\gamma_s=D\kappa^2$. Inserting this on the right gives

$$\gamma_s=D\kappa^2-(\tau_T-\tau_q)D^2\kappa^4+\dots \tag{18}$$

Ordinary diffusion with the total heat capacity returns when $D\kappa^2\tau_T\ll1$. In this limit $\gamma_f\to1/\tau_q$. Letting $G\to\infty$ at fixed $\kappa$ also restores Fourier diffusion, since both lags then vanish.

**Short wavelengths.** The sum of the roots is $(1+D\kappa^2\tau_T)/\tau_q$ and their product is $D\kappa^2/\tau_q$. For large $\kappa$ the sum is dominated by $\gamma_f$, so

$$\gamma_f\to\frac{D\tau_T}{\tau_q}\kappa^2=\frac{k}{C_e}\kappa^2,\qquad
\gamma_s\to\frac1{\tau_T}. \tag{19}$$

The fast process is diffusion in the electron gas alone. In the slow one the electrons are already nearly uniform, and the lattice pattern can fade no faster than the lattice can pass heat to them.

For $C_e\ll C_l$ the slow rate has a simple form at all wavelengths. The electrons then store little heat during the slow decay, and the left side of (2) may be neglected. For mode amplitudes $\theta_e$ and $\theta_l$ this gives $k\kappa^2\theta_e=G(\theta_l-\theta_e)$, hence

$$\frac{\theta_e}{\theta_l}\simeq\frac{G}{G+k\kappa^2},\qquad
\gamma_s\simeq\frac1{\tau_T}\,\frac{k\kappa^2}{G+k\kappa^2}, \tag{20}$$

where the rate follows from $C_l\gamma_s\theta_l=G(\theta_l-\theta_e)$. Coupling and electron conduction act as resistances in series.

## When lattice conduction matters

Adding $k_l\nabla^2T_l$ to the right of (3) and using a time factor $e^{st}$, the two mode equations have a nonzero solution if

$$(C_es+k\kappa^2+G)(C_ls+k_l\kappa^2+G)-G^2=0.$$

Multiplying out,

$$C_eC_ls^2+\left[GC+(C_lk+C_ek_l)\kappa^2\right]s+G(k+k_l)\kappa^2+kk_l\kappa^4=0. \tag{21}$$

The last term corresponds to a fourth spatial derivative, which (6) lacks. For $C_e\ll C_l$, lattice conduction adds $k_l\kappa^2/C_l$ to the slow rate (20). The ratio of this addition to $\gamma_s$ is

$$\frac{k_l\kappa^2(G+k\kappa^2)}{Gk\kappa^2}=\frac{k_l}{k}+\frac{k_l\kappa^2}{G}. \tag{22}$$

Both terms must be small. A poor lattice conductor is not enough: the length $1/\kappa$ must also be well above $\sqrt{k_l/G}$.

## Solution for a pulsed film

Consider an insulated film $0<x<L$, initially at the base temperature, with

$$S=\frac{F\,e^{-x/\delta}}{\delta(1-e^{-L/\delta})}\,f(t),\qquad \int f\,dt=1.$$

Here $F$ is the absorbed energy per area, $\delta$ the absorption depth and $f$ a Gaussian pulse. Expand in $\cos(\kappa_nx)$ with $\kappa_n=n\pi/L$. The required integral is

$$\int_0^Le^{-x/\delta}\cos\kappa_nx\,dx=\frac{\delta\,[1-(-1)^ne^{-L/\delta}]}{1+\kappa_n^2\delta^2}.$$

For $n\ge1$, the energy density deposited in mode $n$ is therefore

$$E_n=\frac{2F}{L}\,\frac{1-(-1)^ne^{-L/\delta}}{(1-e^{-L/\delta})(1+\kappa_n^2\delta^2)}, \tag{23}$$

and $E_0=F/L$. An instantaneous deposit makes $\partial_t\theta_l$ jump by $E_n/(C\tau_q)$ in (6), while $\theta_l$ remains continuous. The combination of the two exponentials with these initial values, summed over the pulse, is

$$\theta_{l,n}(t)=\frac{E_n}{C\tau_q(\gamma_f-\gamma_s)}
\int_{-\infty}^{t}\! f(t')\left[e^{-\gamma_s(t-t')}-e^{-\gamma_f(t-t')}\right]dt'. \tag{24}$$

Equation (5) then supplies the electron temperature.

## Numbers for a thin metal film

Take round parameters in the rough regime of gold at $T_0=300$ K: $C_e=1.2\times10^{-4}$ and $C_l=0.015$ eV/(nm³ K), $k=2.0$ eV/(ps nm K), and $G=1.5\times10^{-4}$ eV/(ps nm³ K). Then $C=0.01512$ eV/(nm³ K), and

$$\tau_T=\frac{0.015}{1.5\times10^{-4}}=100\ \text{ps},\qquad
\tau_q=\frac{1.2\times10^{-4}}{0.01512}\,(100\ \text{ps})=0.794\ \text{ps}.$$

In atomic units of time these are $4.13\times10^6$ and $3.28\times10^4$. The diffusivity is $D=2.0/0.01512=132$ nm²/ps, or 1.32 cm²/s.

The film has $L=200$ nm and $\delta=20$ nm. The pulse delivers $F=0.10$ eV/nm² with a full width at half maximum of 0.10 ps. Summing 300 modes of (24) gives the following rises 1.25 nm from the front and back faces, with time counted from the pulse peak.

| $t$ (ps) | front $T_e$ (K) | front $T_l$ (mK) | back $T_l$ (mK) |
|---:|---:|---:|---:|
| 0.1 | 9.79 | 14.2 | 0.1 |
| 0.5 | 2.77 | 34.1 | 4.9 |
| 2 | 0.370 | 49.8 | 19.0 |
| 10 | 0.036 | 51.2 | 22.3 |
| 100 | 0.035 | 41.8 | 27.5 |

The final uniform rise is $F/(CL)=0.10/(0.01512\times200)$ K, or 33 mK. At 10 ps the front lattice is hotter than the front electrons, 51 mK against 36 mK. Equation (5) requires this order wherever the lattice is cooling. The electrons are by then much more uniform than the lattice, and they carry heat from its front to its back.

For the first mode $\kappa_1=0.0157$ nm⁻¹, and (14) gives decay times of 130 ps and 0.186 ps. Fourier's law with the same $D$ would give $1/(D\kappa_1^2)=31$ ps. The lag $\tau_T$ thus slows the equalisation of the lattice by a factor of about four. Equation (20) shows why: $k\kappa_1^2=4.9\times10^{-4}$ eV/(ps nm³ K) exceeds $G$ about threefold, so coupling is the larger resistance.

The size of the lattice pattern is set during the fast stage. While $\theta_l\ll\theta_e$, integrating the mode form of (2) over that stage gives $E_n\simeq(k\kappa_n^2+G)\int\theta_e\,dt$, because the electrons begin and end with little heat. The lattice receives $G\int\theta_e\,dt$, so

$$\theta_{l,n}\simeq\frac{E_n}{C_l}\,\frac{G}{G+k\kappa_n^2}. \tag{25}$$

From (23), $E_1=9.1\times10^{-4}$ eV/nm³, and (25) gives 14 mK. The first mode has opposite signs at the two faces and contributes 28 mK to their difference before it decays. The full sum is 29 mK at 10 ps, including the higher odd modes.

The distinction between fluxes is also large. Let the first mode start freely with electron amplitude 1 K and a cold lattice. After 0.1 ps the amplitude of $q$ is $0.0184$ eV/(ps nm²), while that of $Q$ is $-0.0056$ eV/(ps nm²). Deleting $\tau_T$ would, by (17), produce oscillations for $1/\kappa$ below 20.5 nm that (2) and (3) do not have. This compares models only: that scale lies below the electron mean free path estimated in the next section, where (1) itself fails, and with the flux relaxation added there the modes oscillate for $1/\kappa$ below about 43 nm.

## What the model leaves out

To size the neglected effects, (2) and (3) were integrated on 80 finite volumes, with one effect added at a time and all other settings fixed. The reference values are a peak front electron rise of 11.95 K and a front-to-back lattice difference of 29.0 mK at 10 ps. The table gives relative changes.

| Added effect | peak $T_e$ | lattice difference |
|---|---:|---:|
| lattice conduction | 0.0 % | −0.8 % |
| varying $C_e$ and $k$ | −1.8 % | −1.1 % |
| flux relaxation | +6.1 % | 0.0 % |
| slow thermalisation | −68 % | +0.4 % |
| deeper deposition | −35 % | −38 % |

Lattice conduction uses a rough $k_l=0.02$ eV/(ps nm K), for which $\sqrt{k_l/G}=11.5$ nm. By (22) it raises the first slow rate by about 4 %, so its effect grows after 10 ps. In the second run $C_e$ is proportional to the absolute electron temperature, and $k$ to the ratio of absolute electron and lattice temperatures.

A rough Fermi energy of 5.5 eV gives a free-electron Fermi velocity $v_F\simeq1400$ nm/ps. The kinetic estimate $k=C_ev_F^2\tau_F/3$ then yields a flux relaxation time $\tau_F=0.026$ ps and a mean free path $v_F\tau_F=36$ nm. With relaxation, the flux is an average over past gradients. It lags while the gradient grows, and the front becomes hotter.

The thermalisation run holds the absorbed heat in place and releases it to the thermal electrons with a rough time constant of 0.5 ps. Real nonthermal electrons also move and couple to the lattice, so the −68 % is a rough size only. The lattice difference hardly changes in this run or with flux relaxation, because neither alters the time integral that leads to (25). The delay leaves the pattern about 0.5 ps less time to decay, and $0.5/130$ accounts for the +0.4 %.

Deeper deposition replaces $\delta$ by $\delta$ plus one mean free path, about 56 nm. By (23) this lowers $E_1$ by 34 %, and the higher odd modes fall more strongly. It is a crude substitute for ballistic motion and overstates the effect of a single free path. First flights in all directions, with exponentially distributed lengths of mean $\lambda$ and specular reflection at the faces, would multiply $E_n$ by $\arctan(\kappa_n\lambda)/(\kappa_n\lambda)$. For $\lambda=36$ nm this lowers $E_1$ by only 9 %. Flights of that length are already contained in $k$, so the factor is an extra spreading only for excited electrons whose range is well above the thermal mean free path. Such a longer ballistic range would spread the heat more. The lattice pattern is therefore sensitive to where the electrons first thermalise.

For a real gold film the parameters are of typical rough size, with $G$ among the less certain. Both lags scale as $1/G$ at fixed heat capacities. Instant thermalisation is strongly broken, and deposition within the optical depth fails to an extent set by the ballistic range. Fourier's law is also strained in space, because the mean free path of 36 nm exceeds the absorption depth of 20 nm. The flux relaxation run tests only the delay of the flux, not this nonlocality. Nonlocality among the thermal electrons works against deeper deposition, because Fourier's law overstates conduction at wavelengths near the free path. A relaxation-time Boltzmann model with the same $k$, $C_e$, $G$ and free path, an isotropic source and specular faces raises the peak front $T_e$ by about 20 % and the lattice difference at 10 ps by about 12 %. The electron temperatures in the first few picoseconds are consequently estimates of scale, and the lattice difference carries the uncertainty of the deposition depth and of nonlocal electron transport. A film on a substrate also loses heat. With a rough interface conductance $h=6\times10^{-4}$ eV/(ps nm² K), the estimate $CL/h$ of the cooling time is about 5000 ps. If $h$ acts on the lattice at the back face, electron–lattice transfer adds a resistance in series: with the $k_l$ above the time becomes about 6800 ps, and about 1 % of the heat is lost in 100 ps. If the same $h$ acted on the electron temperature, which is high early on, the loss would be about 3 %.

Numerical values quoted here were computed with a short program.
